# Quadrupolar relaxation of spin 3/2 and its extreme-narrowing limit: a numerical check

```python
"""Quadrupolar relaxation of a spin 3/2 under isotropic tumbling.

Result under test, with J_k = tau/(1+(k w0 tau)^2), K_k = k w0 tau J_k,
s = 1+eta^2/3 and chi = 2 pi C_Q (angular coupling frequency):
  longitudinal: 0.2 exp(-chi^2 s J1 t/10) + 0.8 exp(-chi^2 s J2 t/10)
  transverse:   0.6 exp(-(Ro+i Do)t) + 0.4 exp(-(Rc+i Dc)t),
    Ro = chi^2 s (J0+J1)/20,  Do = chi^2 s K1/20,
    Rc = chi^2 s (J1+J2)/20,  Dc = chi^2 s (K2-K1)/20.
For w0 tau << 1 all rates become R0 = chi^2 s tau/10.

The independent side is a spin coupled to a tensor that jumps among
discrete orientations; its whole Liouvillian is solved without
perturbation theory. Basis order: m = 3/2, 1/2, -1/2, -3/2.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.spatial.transform import Rotation

m_values = np.array([1.5, 0.5, -0.5, -1.5])
Iz = np.diag(m_values).astype(complex)
Iplus = np.diag(np.sqrt(3.75 - m_values[1:] * (m_values[1:] + 1)), 1)
Iplus = Iplus.astype(complex)
Iminus = Iplus.conj().T
Ix = (Iplus + Iminus) / 2
Iy = (Iplus - Iminus) / 2j
spin = [Ix, Iy, Iz]


def quadrupole_hamiltonian(chi, tensor):
    """Coupling (chi/6) sum_ab v_ab I_a I_b for spin 3/2."""
    return chi / 6 * sum(tensor[a, b] * spin[a] @ spin[b]
                         for a in range(3) for b in range(3))


def principal_tensor(eta):
    return np.diag([-(1 - eta) / 2, -(1 + eta) / 2, 1.0])


def icosahedral_orientations(eta):
    """All distinct images of the tensor under icosahedral rotations."""
    golden = (1 + np.sqrt(5)) / 2
    axis = np.array([0, 1, golden]) / np.hypot(1, golden)
    fivefold = Rotation.from_rotvec(2 * np.pi / 5 * axis).as_matrix()
    threefold = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]], float)
    found = [principal_tensor(eta)]
    for tensor in found:          # the list grows until it is closed
        for g in (fivefold, threefold):
            image = g @ tensor @ g.T
            if not any(np.allclose(image, old) for old in found):
                found.append(image)
    tilt = Rotation.from_euler("zyz", [0.4, 0.9, 1.3]).as_matrix()
    return [tilt @ v @ tilt.T for v in found]


def jump_liouvillian(chi, eta, w0, tau):
    """Generator in units of 1/tau for spin plus orientation."""
    tensors = icosahedral_orientations(eta)
    n, one = len(tensors), np.eye(4)
    full = np.kron(np.ones((n, n)) / n - np.eye(n), np.eye(16))
    full = full.astype(complex)
    for k, v in enumerate(tensors):
        h = tau * (w0 * Iz + quadrupole_hamiltonian(chi, v))
        block = slice(16 * k, 16 * (k + 1))
        full[block, block] += -1j * (np.kron(h, one) - np.kron(one, h.T))
    return full, n


def vectors(start, observed, n):
    """Start state spread over n orientations, and the trace functional."""
    state = np.tile(start.reshape(-1), n) / n
    functional = np.tile(observed.T.reshape(-1), n)
    return state, functional / (functional @ state)


def dominant_modes(eigen, start, observed, n, count):
    """Weights and eigenvalues of the strongest modes in the signal."""
    values, right = eigen
    state, functional = vectors(start, observed, n)
    weights = (functional @ right) * np.linalg.solve(right, state)
    order = np.argsort(-abs(weights))[:count]
    assert abs(weights[order].sum() - 1) < 2e-3
    return weights[order], values[order]


def sampled_signal(step, start, observed, n, steps):
    state, functional = vectors(start, observed, n)
    result = [functional @ state]
    for _ in range(steps):
        state = step @ state
        result.append(functional @ state)
    return np.array(result)


def formula(chi, eta, w0, tau):
    c = chi**2 * (1 + eta**2 / 3) / 20
    J = [tau / (1 + (k * w0 * tau)**2) for k in range(3)]
    K = [k * w0 * tau * J[k] for k in range(3)]
    return dict(Ra=2 * c * J[1], Rb=2 * c * J[2],
                Ro=c * (J[0] + J[1]), Rc=c * (J[1] + J[2]),
                Do=c * K[1], Dc=c * (K[2] - K[1]),
                Rdiff=c * (J[0] + J[1] + 2 * J[2]), R0=2 * c * tau)


# Worked example: round model parameters
coupling_hz, eta, larmor_hz, tau = 200e3, 0.3, 100e6, 2e-9
chi, w0 = 2 * np.pi * coupling_hz, 2 * np.pi * larmor_hz
f = formula(chi, eta, w0, tau)
s = 1 + eta**2 / 3
g = chi**2 * s / 40

# Orientational averages by quadrature over all rotations
nodes, node_weights = np.polynomial.legendre.leggauss(4)
moment = np.zeros((4, 4, 4, 4), complex)
mean_h = np.zeros((4, 4), complex)
angles = 2 * np.pi * np.arange(6) / 6
for x, wx in zip(nodes, node_weights):
    for alpha in angles:
        for gamma in angles:
            rot = Rotation.from_euler("ZYZ", [alpha, np.arccos(x), gamma])
            r = rot.as_matrix()
            h = quadrupole_hamiltonian(chi, r @ principal_tensor(eta) @ r.T)
            moment += wx / 72 * np.einsum("ab,cd->abcd", h, h.conj())
            mean_h += wx / 72 * h
assert np.max(abs(mean_h)) < 1e-9 * chi
expected_square = g * np.array([[.5, 1, 1, 0], [1, .5, 0, 1],
                                [1, 0, .5, 1], [0, 1, 1, .5]])
mean_square = np.einsum("abab->ab", moment).real
assert np.allclose(mean_square, expected_square, atol=1e-9 * g)
# correlation of the two double-quantum elements: transfers outer lines
assert abs(moment[0, 2, 1, 3] - g) < 1e-9 * g
# the discrete orientations have the same second moments
site_h = [quadrupole_hamiltonian(chi, v)
          for v in icosahedral_orientations(eta)]
site_moment = sum(np.einsum("ab,cd->abcd", h, h.conj())
                  for h in site_h) / len(site_h)
assert np.allclose(site_moment, moment, atol=1e-9 * g)

# Normal modes of the jump process. The formulas are the leading order in
# chi*tau (0.0025 here), which sets the tolerance of 0.002.
tol = 2e-3
generator, n_sites = jump_liouvillian(chi, eta, w0, tau)
eigen = np.linalg.eig(generator)
wl, el = dominant_modes(eigen, Iz, Iz, n_sites, 2)
wt, et = dominant_modes(eigen, Ix, Iminus, n_sites, 2)
rate_l, rate_t = -el.real / tau, -et.real / tau
shift_t = -et.imag / tau - w0
assert np.allclose(wl, [0.8, 0.2], atol=tol)
assert np.allclose(rate_l, [f["Rb"], f["Ra"]], rtol=tol)
assert np.allclose(wt, [0.6, 0.4], atol=tol)
assert np.allclose(rate_t, [f["Ro"], f["Rc"]], rtol=tol)
assert np.allclose(shift_t, [f["Do"], f["Dc"]], atol=tol * f["R0"])

# Inversion of the central transition only: other weights, same rates
central = np.diag([0, 1, -1, 0]).astype(complex)
wc, ec = dominant_modes(eigen, central, Iz, n_sites, 2)
assert np.allclose(wc, [2, -1], atol=3 * tol)
assert np.allclose(-ec.real / tau, [f["Rb"], f["Ra"]], rtol=tol)

# Difference of the outer coherences, which a hard pulse leaves empty
difference = np.zeros((4, 4), complex)
difference[0, 1], difference[2, 3] = 1, -1
wd, ed = dominant_modes(eigen, difference, difference.conj().T, n_sites, 1)
rate_d = -ed[0].real / tau
assert abs(rate_d / f["Rdiff"] - 1) < tol

# Time signals from the matrix exponential, one step = 1 ms
dt, steps = 1e-3, 8
times = dt * np.arange(steps + 1)
step = expm(generator * dt / tau)
mz = sampled_signal(step, Iz, Iz, n_sites, steps).real
mt = abs(sampled_signal(step, Ix, Iminus, n_sites, steps))
mz_formula = (0.2 * np.exp(-f["Ra"] * times)
              + 0.8 * np.exp(-f["Rb"] * times))
mt_formula = abs(0.6 * np.exp(-(f["Ro"] + 1j * f["Do"]) * times)
                 + 0.4 * np.exp(-(f["Rc"] + 1j * f["Dc"]) * times))
mt_plain = (0.6 * np.exp(-f["Ro"] * times)
            + 0.4 * np.exp(-f["Rc"] * times))
assert np.allclose(mz, mz_formula, atol=tol)
assert np.allclose(mt, mt_formula, atol=tol)

# Extreme narrowing: same motion, Larmor frequency 1 MHz
low_hz = 1e6
w_low = 2 * np.pi * low_hz
generator_low, _ = jump_liouvillian(chi, eta, w_low, tau)
step_low = expm(generator_low * dt / tau)
mz_low = sampled_signal(step_low, Iz, Iz, n_sites, steps).real
mt_low = abs(sampled_signal(step_low, Ix, Iminus, n_sites, steps))
single = np.exp(-f["R0"] * times)
assert np.allclose(mz_low, single, atol=tol)
assert np.allclose(mt_low, single, atol=tol)

thermal = constants.h * larmor_hz / (constants.k * 300)
assert thermal < 1e-3

print(f"C_Q = {coupling_hz/1e3:.0f} kHz, eta = {eta:.1f}, s = {s:.4f}")
print(f"Larmor frequency = {larmor_hz/1e6:.0f} MHz, tau = {tau*1e9:.1f} ns")
print(f"chi = {chi:.5e} rad/s, w0 = {w0:.5e} rad/s")
print(f"chi*tau = {chi*tau:.5f}, w0*tau = {w0*tau:.4f}")
print(f"h*nu/(k*300 K) = {thermal:.2e}")
print(f"g = {g:.5e} s^-2 (mean square off-diagonal element)")
for k in range(3):
    Jk = tau / (1 + (k * w0 * tau)**2)
    print(f"J{k} = {Jk*1e9:.4f} ns, K{k} = {k*w0*tau*Jk*1e9:.4f} ns")
print(f"R0 (extreme narrowing) = {f['R0']:.2f} s^-1, "
      f"1/R0 = {1e3/f['R0']:.3f} ms")
print("mode: weight, rate by formula, rate by jump model, time constant")
rows = [("longitudinal a", wl[1], f["Ra"], rate_l[1]),
        ("longitudinal b", wl[0], f["Rb"], rate_l[0]),
        ("transverse outer", wt[0], f["Ro"], rate_t[0]),
        ("transverse central", wt[1], f["Rc"], rate_t[1])]
for name, weight, rate, model in rows:
    print(f"{name}: {weight.real:.4f}, {rate:.2f} s^-1, "
          f"{model:.2f} s^-1, {1e3/rate:.3f} ms")
print(f"outer shift: formula {f['Do']:.2f}, model {shift_t[0]:.2f} rad/s")
print(f"central shift: formula {f['Dc']:.2f}, model {shift_t[1]:.2f} rad/s")
print(f"outer difference mode: formula {f['Rdiff']:.2f}, "
      f"model {rate_d:.2f} s^-1")
print(f"central inversion weights (b, a): {wc[0].real:.4f}, "
      f"{wc[1].real:.4f}")
print(f"initial longitudinal rate = {0.2*f['Ra']+0.8*f['Rb']:.2f} s^-1")
print(f"initial transverse rate = {0.6*f['Ro']+0.4*f['Rc']:.2f} s^-1")
print("t/ms: Mz model, Mz formula | Mt model, Mt formula, Mt no shifts")
for k in (1, 2, 4, 8):
    print(f"{times[k]*1e3:.0f}: {mz[k]:.4f}, {mz_formula[k]:.4f} | "
          f"{mt[k]:.4f}, {mt_formula[k]:.4f}, {mt_plain[k]:.4f}")
print(f"Larmor frequency {low_hz/1e6:.0f} MHz: w0*tau = {w_low*tau:.5f}")
print("t/ms: Mz model, Mt model, exp(-R0 t)")
for k in (1, 2, 4, 8):
    print(f"{times[k]*1e3:.0f}: {mz_low[k]:.4f}, {mt_low[k]:.4f}, "
          f"{single[k]:.4f}")
print("w0*tau: Ra/R0, Rb/R0, Ro/R0, Rc/R0, Do/R0, Dc/R0 (formula)")
for x in (0.01, 0.1, 1.0, 10.0):
    q = formula(chi, eta, x / tau, tau)
    ratios = [q[key] / q["R0"] for key in
              ("Ra", "Rb", "Ro", "Rc", "Do", "Dc")]
    print(f"{x:.2f}: " + ", ".join(f"{value:.5f}" for value in ratios))
print("every check passed")
```

Printed output:

```
C_Q = 200 kHz, eta = 0.3, s = 1.0300
Larmor frequency = 100 MHz, tau = 2.0 ns
chi = 1.25664e+06 rad/s, w0 = 6.28319e+08 rad/s
chi*tau = 0.00251, w0*tau = 1.2566
h*nu/(k*300 K) = 1.60e-05
g = 4.06628e+10 s^-2 (mean square off-diagonal element)
J0 = 2.0000 ns, K0 = 0.0000 ns
J1 = 0.7755 ns, K1 = 0.9745 ns
J2 = 0.2734 ns, K2 = 0.6870 ns
R0 (extreme narrowing) = 325.30 s^-1, 1/R0 = 3.074 ms
mode: weight, rate by formula, rate by jump model, time constant
longitudinal a: 0.2000, 126.13 s^-1, 126.13 s^-1, 7.928 ms
longitudinal b: 0.8000, 44.46 s^-1, 44.46 s^-1, 22.492 ms
transverse outer: 0.6000, 225.72 s^-1, 225.72 s^-1, 4.430 ms
transverse central: 0.4000, 85.29 s^-1, 85.29 s^-1, 11.724 ms
outer shift: formula 79.25, model 79.25 rad/s
central shift: formula -23.38, model -23.38 rad/s
outer difference mode: formula 270.18, model 270.18 s^-1
central inversion weights (b, a): 2.0000, -1.0000
initial longitudinal rate = 60.79 s^-1
initial transverse rate = 169.55 s^-1
t/ms: Mz model, Mz formula | Mt model, Mt formula, Mt no shifts
1: 0.9415, 0.9415 | 0.8450, 0.8450, 0.8461
2: 0.8873, 0.8873 | 0.7155, 0.7155, 0.7193
4: 0.7904, 0.7904 | 0.5166, 0.5166, 0.5276
8: 0.6335, 0.6335 | 0.2789, 0.2789, 0.3008
Larmor frequency 1 MHz: w0*tau = 0.01257
t/ms: Mz model, Mt model, exp(-R0 t)
1: 0.7224, 0.7224, 0.7223
2: 0.5219, 0.5218, 0.5217
4: 0.2724, 0.2723, 0.2722
8: 0.0742, 0.0741, 0.0741
w0*tau: Ra/R0, Rb/R0, Ro/R0, Rc/R0, Do/R0, Dc/R0 (formula)
0.01: 0.99990, 0.99960, 0.99995, 0.99975, 0.00500, 0.00500
0.10: 0.99010, 0.96154, 0.99505, 0.97582, 0.04950, 0.04665
1.00: 0.50000, 0.20000, 0.75000, 0.35000, 0.25000, -0.05000
10.00: 0.00990, 0.00249, 0.50495, 0.00620, 0.04950, -0.02457
every check passed
```
